# Square-root growth of the largest natural occupation for impenetrable bosons

## Two bosons

Put two impenetrable bosons on a ring of length $L$. Write $\theta=2\pi x/L$ and $z=e^{i\theta}$, and let $\langle\cdots\rangle$ denote the average over independent, uniformly distributed angles. The ground state, justified below, is $\psi_2=|z_1-z_2|/(\sqrt2\,L)$. It is normalised because $\langle|z_1-z_2|^2\rangle=2$.

The one-body density matrix is $\rho_1(x)=2\int\psi_2(x,y)\psi_2(0,y)\,dy$. With $R(\theta)=L\rho_1(x)$,
$$R(\theta)=\langle|z-e^{i\theta}|\,|z-1|\rangle_z .$$
The occupation of the zero-momentum orbital is the average of $R$ over $\theta$. Averaging $|z-e^{i\theta}|$ over $\theta$ gives a number independent of $z$, so the two factors separate:
$$\lambda_0=\langle|1-z|\rangle^2=\left(\frac1{2\pi}\int_0^{2\pi}2\sin\frac\varphi2\,d\varphi\right)^2=\frac{16}{\pi^2}\approx1.62 .$$
Free bosons would give 2. The hard core has moved 19% of the particles out of the lowest orbital. For $N$ particles the question is whether $\lambda_0/N$ stays finite as $N\to\infty$ at fixed density $\nu=N/L$, which is the Penrose–Onsager criterion for condensation.

## The density matrix for N bosons

The bosons have mass $m$ and cores of zero radius, and the temperature is zero. For ordered angles,
$$\prod_{j<k}2\sin\frac{\theta_k-\theta_j}{2}$$
is, up to a constant phase, the Slater determinant of plane waves with wave numbers $-\frac{N-1}2,\dots,\frac{N-1}2$ in units of $2\pi/L$. This follows from the Vandermonde determinant and $z_k-z_j=2i\,e^{i(\theta_j+\theta_k)/2}\sin\frac{\theta_k-\theta_j}2$. It therefore solves the free Schrödinger equation, with energy $N(N^2-1)/12$ in units of $(\hbar^2/2m)(2\pi/L)^2$. It vanishes at contact and is positive between contacts, so it is the ground state. To see this, note that if $\psi$ is a ground state, $|\psi|$ has the same energy and is a ground state too. Being nonnegative, $|\psi|$ is not orthogonal to the product, whereas eigenfunctions of different energies are orthogonal; the two energies therefore agree. Its symmetric continuation is
$$\psi_N=\frac{|\Delta_N|}{\sqrt{N!\,L^N}},\qquad \Delta_N=\prod_{j<k}(z_k-z_j),$$
periodic for even and odd $N$. The norm uses $\langle|\Delta_N|^2\rangle=N!$, since $\Delta_N$ is a sum of $N!$ orthonormal monomials with signs.

For a weight $f(z)\ge0$ define
$$D_n[f]=\frac1{n!}\Big\langle|\Delta_n|^2\prod_{j=1}^nf(z_j)\Big\rangle=\det\big[f_{j-k}\big]_{j,k=0}^{n-1},$$
where $f_m$ are the Fourier coefficients of $f$. The determinant results from expanding both Vandermonde factors and averaging each variable. Integrating out $N-1$ particles gives the prefactor $L\cdot N\cdot L^{N-1}/(N!\,L^N)=1/(N-1)!$, hence
$$R(\theta)=D_{N-1}[f],\qquad f(z)=|z-1|\,|z-e^{i\theta}|,\qquad R(0)=N .$$

The density matrix depends on $x-x'$, so plane waves are natural orbitals, with occupations
$$\lambda_k=\frac1{2\pi}\int_0^{2\pi}R(\theta)\cos k\theta\,d\theta .$$
Since $R\ge0$, no $\lambda_k$ exceeds $\lambda_0$.

## An inverse-square-root envelope

**Smoothing the zeros.** For $0<\varepsilon<1$ let $r=(1-\varepsilon)/(1+\varepsilon)$. With $z=e^{i\varphi}$,
$$(1+\varepsilon)^2|1-rz|^2-|1-z|^2=2\varepsilon^2(1+\cos\varphi)\ge0 .$$
The integrand of $D_n$ is nonnegative, so enlarging the weight enlarges $D_n$:
$$D_n[f]\le(1+\varepsilon)^{2n}D_n[g],\qquad g=|1-rz|\,|1-re^{-i\theta}z| .$$

**A fermion norm.** Write $g=|a|^2$ with
$$a(z)=\sqrt{(1-rz)(1-re^{-i\theta}z)}=\exp\sum_{k\ge1}\frac{t_k}{k}z^k,\qquad t_k=-\tfrac12r^k(1+e^{-ik\theta}).$$
Then $D_n[g]$ is the squared norm of $\prod_ja(z_j)\,\Phi_n$, where $\Phi_n$ is the Slater determinant of the modes $0,\dots,n-1$. Split this state by the momentum $w\ge0$ added to $\Phi_n$. Different levels $w$ are orthogonal, so $D_n[g]=\sum_wB_n(w)$, with $B_n(w)$ the squared norm of level $w$.

*$B_n(w)$ does not decrease with $n$.* Take $n+1$ fermions in modes $0,\dots,n$. Because $a(z)=1+O(z)$ never lowers a mode, mode 0 can end up occupied only by the fermion that began there, with amplitude 1. The other $n$ fermions then form the $n$-fermion state shifted by one mode. These configurations contribute $B_n(w)$, and those with mode 0 empty add a nonnegative amount.

*Value for $n\ge w$.* Let $J_k=\sum_{m\ge0}c^\dagger_{m+k}c_m$, which multiplies by $\sum_jz_j^k$. On the modes $m\ge0$,
$$[J_k^\dagger,J_l]=\sum_{m=\max(0,k-l)}^{k-1}c^\dagger_{m+l-k}c_m .$$
In a norm at level $w\le n$, this commutator acts on a state of level at most $w-l\le n-l$. A hole in mode $m$ costs at least $n-m$ units, so all modes below $l$ are filled. The target mode $m+l-k$ always lies below $l$. For $k\ne l$ it is therefore occupied and the result is zero; for $k=l$ the sum counts $k$ particles. Thus $[J_k^\dagger,J_l]=k\delta_{kl}$ there, and $J_k^\dagger\Phi_n=0$. These are oscillator rules, and expanding the exponential gives
$$B_n(w)=\sum_{\sum_k km_k=w}\ \prod_k\frac{(|t_k|^2/k)^{m_k}}{m_k!}\qquad(n\ge w).$$

Since $B_n(w)$ is nondecreasing in $n$, this value bounds it for every $n$. Summing over $w$, with $q=r^2$ and $|t_k|^2=\frac12q^k(1+\cos k\theta)$,
$$D_n[g]\le\exp\sum_{k\ge1}\frac{q^k(1+\cos k\theta)}{2k}=\frac1{\sqrt{(1-q)\,|1-qe^{i\theta}|}} .$$

**Choosing the smoothing.** Let $s=|\sin(\theta/2)|$. From $|1-qe^{i\theta}|^2=(1-q)^2+4qs^2$,
$$|1-qe^{i\theta}|^2-(1+q)^2s^2=(1-q)^2(1-s^2)\ge0 .$$
Also $1-q=4\varepsilon/(1+\varepsilon)^2$ and $1+q\ge2/(1+\varepsilon)^2$. With $n=N-1$,
$$R(\theta)\le(1+\varepsilon)^{2N-2}\,\frac{(1+\varepsilon)^2}{\sqrt{8\varepsilon s}}=\frac{(1+\varepsilon)^{2N}}{\sqrt{8\varepsilon s}} .$$
Set $\varepsilon=1/(4N)$ and use $(1+\frac1{4N})^{2N}\le\sqrt e$:
$$\boxed{R(\theta)\le\sqrt{\frac{eN}{2|\sin(\theta/2)|}}}$$
In terms of the chord distance $d=(L/\pi)\sin(\pi x/L)$ this reads $\rho_1/\nu\le\sqrt{e/(2\pi\nu d)}$. At $\nu d<e/2\pi\approx0.43$ it is weaker than the trivial bound $\rho_1\le\nu$.

For $N=32$ and $\theta=1.30$ the determinant gives $R=6.72$. Smoothing raises this to 7.51, the bosonic sum to 8.46, and the final simplification to 8.48.

Integrating the envelope gives
$$\lambda_0\le C\sqrt N,\qquad C=\sqrt e\;\frac{B(\frac14,\frac12)}{\pi\sqrt2}=1.6487\times1.1803\approx1.946,$$
where $B(\cdot,\cdot)$ is the beta function, from $\int_0^\pi(\sin\beta)^{-1/2}d\beta=B(\frac14,\frac12)$. Hence $\lambda_0/N\le1.95/\sqrt N\to0$, and condensation is absent.

## A lower bound of the same order

The upper bound alone would allow slower growth. Let $a_0$ remove a zero-momentum boson. By the Cauchy–Schwarz inequality,
$$\lambda_0=\|a_0\psi_N\|^2\ge|\langle\psi_{N-1}|a_0|\psi_N\rangle|^2 .$$
Inserting the wave functions, the overlap is
$$\sqrt{\frac NL}\,\frac{L^N\,(N-1)!}{\sqrt{N!\,(N-1)!\,L^{2N-1}}}\,M_{N-1}=M_{N-1},\qquad M_n=D_n[|1-z|].$$
For $N=2$ one particle remains, its zero-momentum state is unique, and the bound is an equality: $M_1^2=16/\pi^2$.

The Fourier coefficients of $|1-z|$ follow from $2\sin\frac\varphi2\cos m\varphi=\sin(m+\frac12)\varphi-\sin(m-\frac12)\varphi$:
$$f_m=\frac1\pi\left[\frac1{m+\frac12}-\frac1{m-\frac12}\right].$$
With $x_i=i-\frac12$ for $i=0,\dots,n$ and $y_k=k$ for $k=0,\dots,n-1$, the entry $f_{j-k}$ is $1/\pi$ times the difference of rows $j+1$ and $j$ of the matrix $1/(x_i-y_k)$. A determinant of row differences equals that of the full matrix with a column of ones placed as its first column. This is a Cauchy determinant with one $y$ sent to infinity, so
$$M_n=\pi^{-n}\,\frac{\prod_{0\le i<j\le n}(j-i)\prod_{0\le k<l<n}(l-k)}{\prod_{i=0}^{n}\prod_{k=0}^{n-1}|i-k-\frac12|} .$$
Going from $n$ to $n+1$ adds $(n+1)!\,n!$ to the numerator and, twice, $\frac12\cdot\frac32\cdots(n+\frac12)=\Gamma(n+\frac32)/\sqrt\pi$ to the denominator. Therefore
$$M_n=\prod_{k=0}^{n-1}h_k,\qquad h_k=\frac{\Gamma(k+1)\Gamma(k+2)}{\Gamma(k+\frac32)^2} .$$

To bound this, let $u_k=h_k^4\,\frac{k+1}{k+2}$, which tends to 1. With $y=(k+\frac32)^2$ and $\alpha=1/(4y)$, one has $h_k/h_{k+1}=y/(y-\frac14)=(1-\alpha)^{-1}$, so
$$\frac{u_k}{u_{k+1}}=(1-\alpha)^{-4}\left[1-\frac1{(k+2)^2}\right].$$
Since $(1-\alpha)^4\le1-4\alpha+6\alpha^2$, this ratio is at least 1 if $4\alpha-6\alpha^2\ge(k+2)^{-2}$. Multiplied by $y$, the condition becomes
$$\frac{k+\frac74}{(k+2)^2}\ge\frac3{8y} .$$
It holds because $(k+2)^2\le\frac{16}9y$ makes the left side at least $\frac{63}{64y}$. So $u_k$ decreases to 1, $h_k^4\ge\frac{k+2}{k+1}$, and the product telescopes to $M_{N-1}^4\ge N$. Altogether, for every $N\ge1$,
$$\boxed{\sqrt N\le\lambda_0\le1.95\sqrt N}$$

This also shows that no envelope uniform in $N$ can decay with an exponent larger than $\frac12$. Suppose $\rho_1/\nu\le A\xi^{-p}$ held uniformly in $N$ with $p>\frac12$, where $\xi=\nu x$ is measured along the shorter arc. Then $\lambda_0\le2\int_0^{N/2}\min(1,A\xi^{-p})\,d\xi$ would grow as $N^{1-p}$ for $p<1$, as $\ln N$ for $p=1$, or stay bounded for $p>1$. Each contradicts $\lambda_0\ge\sqrt N$.

## Leading constant and first correction

For the sharp constant I use, without proof, the Fisher–Hartwig asymptotics of Toeplitz determinants whose weight has zeros. For two zeros of the type $|z-z_r|$ they give, at fixed $\theta\ne0$,
$$R(\theta)\simeq\frac{K\sqrt N}{\sqrt{2|\sin(\theta/2)|}},\qquad K=G(\tfrac32)^4\approx1.3070,$$
where $G$ is the Barnes function, $G(z+1)=\Gamma(z)G(z)$, $G(1)=1$. The bounds above do not depend on this law. Integration gives the leading term $A_0\sqrt N$ with $A_0=1.3070\times1.1803\approx1.5427$.

The law fails at distances well below the spacing $1/\nu$: it diverges as $\theta\to0$, while $R\le N$. With $d\theta=2\pi\,d\xi/N$, the resulting correction is
$$\lambda_0-A_0\sqrt N=\int_{-N/2}^{N/2}\left[\frac RN-\frac K{\sqrt{2N|\sin(\pi\xi/N)|}}\right]d\xi .$$
At fixed $\xi$ let $R/N\to F(\xi)$. If the bracket falls off fast enough to be integrable uniformly in $N$, the right side tends to a constant:
$$\lambda_0=A_0\sqrt N+b+o(1),\qquad b=2\int_0^\infty\left[F(\xi)-\frac K{\sqrt{2\pi\xi}}\right]d\xi .$$
The assumption is supported by the numbers for $N=256$. At $\xi=1,4,16$ the density matrix is $R/N=0.51449$, $0.260505$, $0.130765$, below the asymptotic law by about 1.3%, 0.10% and 0.006% of that law. The deviation drops roughly fifteenfold per fourfold distance, close to an inverse square at these integer points.

The occupations in the table were obtained by evaluating the determinant $D_{N-1}[f]$ numerically and averaging over $\theta$ by Gauss–Legendre quadrature; the column $M_{N-1}^2$ comes from the product formula.

| $N$ | $M_{N-1}^2$ | $\lambda_0$ | $\lambda_0/N$ | $\lambda_0-A_0\sqrt N$ |
|---|---|---|---|---|
| 2 | 1.621 | 1.621 | 0.811 | −0.561 |
| 4 | 2.451 | 2.518 | 0.629 | −0.568 |
| 16 | 5.146 | 5.600 | 0.350 | −0.571 |
| 64 | 10.415 | 11.770 | 0.184 | −0.572 |
| 256 | 20.891 | 24.111 | 0.094 | −0.572 |

The last column settles at $b\approx-0.572$, so
$$\lambda_0\approx1.5427\sqrt N-0.572 .$$
For $N=256$ this is $24.683-0.572=24.111$; the leading term alone is 2.4% above $\lambda_0$. The correction also explains why a fitted power looks too large. Between $N=64$ and 256 the apparent exponent is $\ln(24.111/11.770)/\ln4\approx0.517$. The two-term formula gives a local exponent $\frac12A_0\sqrt N/(A_0\sqrt N+b)$, which is 0.517 at $N=128$.

The overlap bound has a much smaller correction. From $\Gamma(N+\frac12)/\Gamma(N)=\sqrt N\,(1-\frac1{8N}+\frac1{128N^2}+\cdots)$,
$$\ln\frac{M_N^2}{M_{N-1}^2}=2\ln h_{N-1}=\frac1{2N}+O(N^{-3}).$$
Inserting $M_{N-1}^2=K'\sqrt N(1+c/N+\cdots)$, the increment is $\frac1{2N}-\frac{1/4+c}{N^2}+\cdots$, so $c=-\frac14$. The $N=256$ entry gives $K'=20.891/[16(1-\frac1{1024})]\approx1.307$, the value of $K$. Thus the overlap with the $(N-1)$-particle ground state supplies a fraction $K/A_0\approx0.85$ of $\lambda_0$ at large $N$; excited states supply the rest. The limit is approached slowly: the table gives $20.891/24.111\approx0.87$ at $N=256$.

## The next orbital

The same analysis applies to $\lambda_1$. Put $\beta=\theta/2$, so that $\cos\theta=1-2\sin^2\beta$. Integration by parts gives $\int_0^\pi\sin^{3/2}\beta\,d\beta=\frac13\int_0^\pi\sin^{-1/2}\beta\,d\beta$, and the leading term is multiplied by $1-\frac23=\frac13$. The correction comes from short distances, where $\cos\theta\to1$, so under the same assumption it is again $b$:
$$\lambda_1\approx\tfrac13A_0\sqrt N+b .$$
For $N=256$ this gives $8.228-0.572=7.656$, and the quadrature gives 7.656. According to the asymptotic law, the first excited orbital thus also holds a number of particles of order $\sqrt N$, with $\lambda_1/\lambda_0\to\frac13$ (0.318 at $N=256$). The lowest orbital is the most occupied, but on this law it is not separated from the next one by a power of $N$.

These results hold for the ground state on a ring with infinite contact repulsion. For free bosons $R(\theta)=N$ at all distances and $\lambda_0=N$. Finite repulsion, finite temperature and a trapping potential change the wave function or the orbitals and need a separate calculation.
